**Fermion-pair phase space, vacuum polarization and R**

The two-body phase-space integral of the spin-summed pair tensor is (q^μ q^ν − q² g^{μν}) h(s), with h = β(1 + 2m²/s)/(6π). Here q is the total momentum, s = q², m the fermion mass and β = √(1 − 4m²/s). For charge Qe and N colours, Im Π = e²Q²N h/2, and at lowest order in α the hadronic ratio is R = 3 Im Π_had/α. The program asserts the spin sum and current conservation with explicit spinors, and the full integrated tensor in a moving frame. It also asserts that differences of the Euclidean one-loop integral agree with the dispersion integral over h within a relative tolerance of 10⁻⁵. Cross sections built from spinor amplitudes are compared with Im Π, including cases with a massive initial pair, and both limits of the mass factor are tested. At √s = 5 GeV the output gives R = 3.259 for three massless quarks and one heavy quark of mass 1.5 GeV, against 3.333 when all four are massless. The corresponding free-quark cross section is 11.32 nb.

## Verification by program

```python
"""
Result under test (hbar = c = 1, metric + - - -, e^2 = 4 pi alpha):
  integral dPhi2 H^{mu nu} = (q^mu q^nu - q^2 g^{mu nu}) h(s),
  h(s) = beta (1 + 2 m^2/s) / (6 pi),  beta = sqrt(1 - 4 m^2/s),
  Im Pi(s) = e^2 Q^2 N h(s) / 2,  R(s) = 3 Im Pi_had(s) / alpha.
H is the spin-summed product of pair currents ubar(p1) gamma v(p2),
q = p1 + p2, s = q^2, m the fermion mass, Q its charge in units of e,
N its number of colours, and Pi^{mu nu} = (q^mu q^nu - q^2 g^{mu nu}) Pi.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

METRIC = np.diag([1.0, -1.0, -1.0, -1.0])
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
ZERO2 = np.zeros((2, 2), complex)
GAMMA = np.array([np.diag([1, 1, -1, -1]).astype(complex)]
                 + [np.block([[ZERO2, s], [-s, ZERO2]]) for s in PAULI])
GAMMA0_GAMMA = np.array([GAMMA[0] @ g for g in GAMMA])
UNIT4 = np.eye(4, dtype=complex)


def slash(p):
    """gamma^mu p_mu for one momentum or an array of momenta."""
    return np.tensordot(p @ METRIC, GAMMA, axes=(-1, 0))


def pair_current(p1, p2, m):
    """ubar_a(p1) gamma^mu v_b(p2), index order (mu, a, b)."""
    u = (slash(p1) + m * UNIT4)[:, :2] / np.sqrt(p1[0] + m)
    v = (m * UNIT4 - slash(p2))[:, 2:] / np.sqrt(p2[0] + m)
    return u.conj().T @ GAMMA0_GAMMA @ v


def spin_sum(p1, p2, m):
    j = pair_current(p1, p2, m).reshape(4, 4)
    return j @ j.conj().T


def velocity(s, m):
    return np.sqrt(1 - 4 * m**2 / s)


def h_scalar(s, m):
    return velocity(s, m) * (1 + 2 * m**2 / s) / (6 * np.pi)


def im_pi(s, m, charge, colours, alpha):
    return 0.5 * 4 * np.pi * alpha * charge**2 * colours * h_scalar(s, m)


def integrate_phase_space(q, m, n=32):
    """Tensor and volume; energy delta function solved in the given frame."""
    s = q @ METRIC @ q
    cosines, weights = np.polynomial.legendre.leggauss(n)
    tensor, volume = np.zeros((4, 4), complex), 0.0
    for c, w in zip(cosines, weights):
        for phi in 2 * np.pi * np.arange(n) / n:
            r = np.sqrt(1 - c**2)
            direction = np.array([r * np.cos(phi), r * np.sin(phi), c])
            qn = q[1:] @ direction
            a = q[0]**2 - qn**2
            p = (s * qn / 2 + q[0] * np.sqrt(s**2 / 4 - m**2 * a)) / a
            p1 = np.concatenate([[np.sqrt(p**2 + m**2)], p * direction])
            p2 = q - p1
            assert abs(p2 @ METRIC @ p2 - m**2) < 1e-10 * s
            jacobian = abs(p / p1[0] + (p - qn) / p2[0])
            dphi = (w * 2 * np.pi / n * p**2
                    / (16 * np.pi**2 * p1[0] * p2[0] * jacobian))
            tensor += dphi * spin_sum(p1, p2, m)
            volume += dphi
    return tensor, volume


def cross_section(s, m_in, m_out, charge, alpha):
    """Unpolarized cross section from explicit spinor amplitudes, one colour."""
    energy = np.sqrt(s) / 2
    k = energy * velocity(s, m_in)
    p = energy * velocity(s, m_out)
    k1, k2 = np.array([energy, 0, 0, k]), np.array([energy, 0, 0, -k])
    j_in = pair_current(k1, k2, m_in).conj()
    total = 0.0
    for c, w in zip(*np.polynomial.legendre.leggauss(6)):
        r = np.sqrt(1 - c**2)
        p1 = np.array([energy, p * r, 0, p * c])
        p2 = np.array([energy, -p * r, 0, -p * c])
        j_out = pair_current(p1, p2, m_out)
        amplitude = (4 * np.pi * alpha * charge / s
                     * np.einsum('mab,mn,ncd->abcd', j_in, METRIC, j_out))
        total += w * 2 * np.pi * np.sum(abs(amplitude)**2) / 4
    flux = 2 * s * velocity(s, m_in)
    return total * velocity(s, m_out) / (32 * np.pi**2) / flux


def euclidean_loop(q_squared, m, n_radial=60, n_angle=40):
    """One-loop Pi/e^2 at spacelike q^2 = -q_squared, up to a constant.

    The projector diag(1,-1,-1,3) removes every term proportional to g.
    The remaining divergent constant cancels in differences.
    """
    q = np.sqrt(q_squared)
    x, w = np.polynomial.legendre.leggauss(n_radial)
    t = (x + 1) / 2
    radius, w_radius = t / (1 - t), w / 2 / (1 - t)**2
    chi = np.pi * np.arange(1, n_angle + 1) / (n_angle + 1)
    w_chi = np.pi / (n_angle + 1) * np.sin(chi)**2
    kk, ch = [a.ravel() for a in np.meshgrid(radius, chi, indexing='ij')]
    weight = np.outer(w_radius * radius**3, w_chi).ravel() * 4 * np.pi
    zero = np.zeros_like(kk)
    k = np.stack([zero, kk * np.sin(ch), zero, kk * np.cos(ch)], axis=-1)
    half = np.array([0, 0, 0, q / 2])
    s1 = slash(k - half) + m * UNIT4
    s2 = slash(k + half) + m * UNIT4
    numerator = sum(sign * np.trace(g @ s1 @ g @ s2, axis1=1, axis2=2).real
                    for sign, g in zip([1, -1, -1, 3], GAMMA))
    d1 = np.sum((k - half)**2, axis=1) + m**2
    d2 = np.sum((k + half)**2, axis=1) + m**2
    integral = np.sum(weight * numerator / (d1 * d2)) / (2 * np.pi)**4
    return -integral / (3 * q_squared)


def dispersion(q_squared, m):
    """[Pi(-q_squared) - Pi(0)]/e^2 from the phase-space scalar."""
    value = quad(lambda s: h_scalar(s, m) / (s * (s + q_squared)),
                 4 * m**2, np.inf, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
    return -q_squared * value / (2 * np.pi)


# Spin sum and current conservation at unrelated momenta
m_test = 0.7
va, vb = np.array([0.3, -1.1, 0.8]), np.array([-0.9, 0.4, 1.7])
pa = np.concatenate([[np.sqrt(va @ va + m_test**2)], va])
pb = np.concatenate([[np.sqrt(vb @ vb + m_test**2)], vb])
direct = spin_sum(pa, pb, m_test)
closed = 4 * (np.outer(pa, pb) + np.outer(pb, pa)
              - METRIC * (pa @ METRIC @ pb + m_test**2))
assert np.allclose(direct, closed, atol=1e-11)
assert np.allclose((pa + pb) @ METRIC @ direct, 0, atol=1e-11)

# Integrated tensor in a moving frame
root_s, m_heavy = 5.0, 1.5
s = root_s**2
q_space = np.array([1.0, 2.0, 2.0])
q = np.concatenate([[np.sqrt(s + q_space @ q_space)], q_space])
tensor, volume = integrate_phase_space(q, m_heavy)
expected = (np.outer(q, q) - s * METRIC) * h_scalar(s, m_heavy)
assert np.allclose(tensor, expected, rtol=1e-8, atol=1e-8)
assert abs(volume - velocity(s, m_heavy) / (8 * np.pi)) < 1e-9

# Loop integral against dispersion integral, fermion mass set to one
loop_values = {x: euclidean_loop(x, 1.0) for x in (1.0, 4.0, 10.0)}
disp_values = {x: dispersion(x, 1.0) for x in (1.0, 4.0, 10.0)}
for x in (4.0, 10.0):
    loop_diff = loop_values[x] - loop_values[1.0]
    disp_diff = disp_values[x] - disp_values[1.0]
    # tolerance allows for rounding in the cancelling large-momentum terms
    assert abs(loop_diff / disp_diff - 1) < 1e-5

# Cross section from amplitudes against Im Pi, with a massive initial pair
alpha = const.fine_structure


def initial_factor(s, m_in):
    return (1 + 2 * m_in**2 / s) / velocity(s, m_in)


for m_in, m_out, charge in [(0.0, 1.5, 2 / 3), (1.2, 0.4, -1.0),
                            (2.0, 2.3, -1 / 3)]:
    from_pi = (4 * np.pi * alpha / s * im_pi(s, m_out, charge, 1, alpha)
               * initial_factor(s, m_in))
    from_amplitude = cross_section(s, m_in, m_out, charge, alpha)
    assert abs(from_amplitude / from_pi - 1) < 1e-10

# Threshold and high-energy behaviour of the amplitude result
sigma0 = 4 * np.pi * alpha**2 / (3 * s)
beta_small = 0.01
m_near = root_s / 2 * np.sqrt(1 - beta_small**2)
threshold_ratio = cross_section(s, 0, m_near, 1, alpha) / sigma0 / beta_small
assert abs(threshold_ratio - 1.5) < 1e-3
x_small = 1e-3
high_ratio = cross_section(s, 0, root_s * np.sqrt(x_small), 1, alpha) / sigma0
high_coefficient = (1 - high_ratio) / x_small**2
assert abs(high_coefficient - 6) < 0.05

# Worked example
gev = const.e * 1e9
m_e, m_mu, m_tau = [const.physical_constants[name][0] * const.c**2 / gev
                    for name in ('electron mass', 'muon mass', 'tau mass')]
to_nb = (const.hbar * const.c / gev)**2 / 1e-37
quarks = [(2 / 3, 0.0), (-1 / 3, 0.0), (-1 / 3, 0.0), (2 / 3, m_heavy)]
im_quarks = [im_pi(s, m, c, 3, alpha) for c, m in quarks]
im_had = sum(im_quarks)
ratio_r = 3 * im_had / alpha
r_amplitude = sum(3 * cross_section(s, 0, m, c, alpha)
                  for c, m in quarks) / sigma0
assert abs(r_amplitude - ratio_r) < 1e-10
r_light = 3 * sum(im_quarks[:3]) / alpha
r_massless = sum(3 * cross_section(s, 0, 0, c, alpha)
                 for c, m in quarks) / sigma0

print(f"sqrt(s) = {root_s:.1f} GeV, s = {s:.1f} GeV^2")
print(f"1/alpha = {1 / alpha:.6f}")
print(f"(hbar c)^2 = {to_nb:.1f} GeV^2 nb")
print(f"heavy quark mass = {m_heavy:.2f} GeV")
print(f"heavy quark beta = {velocity(s, m_heavy):.6f}")
print(f"heavy quark 1+2m^2/s = {1 + 2 * m_heavy**2 / s:.6f}")
print(f"heavy quark mass factor = {6*np.pi*h_scalar(s, m_heavy):.6f}")
print(f"heavy quark h(s) = {h_scalar(s, m_heavy):.8f}")
print(f"phase-space volume, numerical = {volume:.8f}")
print(f"phase-space volume, beta/8pi = {velocity(s, m_heavy)/(8*np.pi):.8f}")
print("q = (" + ", ".join(f"{x:.6f}" for x in q) + ") GeV")
for a, b in [(0, 0), (0, 1), (1, 1), (1, 2), (3, 3)]:
    print(f"T^{a}{b}: numerical {tensor[a, b].real:.7f}, "
          f"formula {expected[a, b]:.7f} GeV^2")
print(f"largest tensor deviation = {np.max(abs(tensor-expected)):.1e} GeV^2")
for x in (4.0, 10.0):
    print(f"[Pi(-{x:.0f}m^2)-Pi(-m^2)]/e^2: "
          f"loop {loop_values[x] - loop_values[1.0]:.8f}, "
          f"dispersion {disp_values[x] - disp_values[1.0]:.8f}")
print(f"sigma/(sigma0 beta) at beta={beta_small}: {threshold_ratio:.6f}")
print(f"(1-sigma/sigma0)/(m^2/s)^2 at m^2/s={x_small}: {high_coefficient:.4f}")
print(f"sigma0 = {sigma0:.6e} GeV^-2 = {sigma0 * to_nb:.5f} nb")
for name, m in [("muon", m_mu), ("tau", m_tau)]:
    im = im_pi(s, m, -1, 1, alpha)
    print(f"{name}: mass = {m:.6f} GeV, beta = {velocity(s, m):.6f}")
    print(f"{name}: Im Pi = {im:.8f}, sigma/sigma0 = {3 * im / alpha:.6f}")
    print(f"{name}: sigma = {4 * np.pi * alpha * im / s * to_nb:.5f} nb")
print(f"Im Pi, three light flavours = {sum(im_quarks[:3]):.8f}")
print(f"Im Pi, heavy quark = {im_quarks[3]:.8f}")
print(f"Im Pi, all quarks = {im_had:.8f}")
print(f"R, three light flavours = {r_light:.6f}")
print(f"R, heavy quark part = {3 * im_quarks[3] / alpha:.6f}")
print(f"R, all quarks from Im Pi = {ratio_r:.6f}")
print(f"R, all quarks from amplitudes = {r_amplitude:.6f}")
print(f"R, all four flavours massless = {r_massless:.6f}")
print(f"sigma(quarks) = {ratio_r * sigma0:.6e} GeV^-2 "
      f"= {ratio_r * sigma0 * to_nb:.5f} nb")
print(f"electron-mass correction F_e-1 = {initial_factor(s, m_e) - 1:.2e}")
print("ALL CHECKS PASSED")
```

It prints:

```
sqrt(s) = 5.0 GeV, s = 25.0 GeV^2
1/alpha = 137.035999
(hbar c)^2 = 389379.4 GeV^2 nb
heavy quark mass = 1.50 GeV
heavy quark beta = 0.800000
heavy quark 1+2m^2/s = 1.180000
heavy quark mass factor = 0.944000
heavy quark h(s) = 0.05008076
phase-space volume, numerical = 0.03183099
phase-space volume, beta/8pi = 0.03183099
q = (5.830952, 1.000000, 2.000000, 2.000000) GeV
T^00: numerical 0.4507268, formula 0.4507268 GeV^2
T^01: numerical 0.2920185, formula 0.2920185 GeV^2
T^11: numerical 1.3020996, formula 1.3020996 GeV^2
T^12: numerical 0.1001615, formula 0.1001615 GeV^2
T^33: numerical 1.4523419, formula 1.4523419 GeV^2
largest tensor deviation = 2.2e-15 GeV^2
[Pi(-4m^2)-Pi(-m^2)]/e^2: loop -0.00336467, dispersion -0.00336467
[Pi(-10m^2)-Pi(-m^2)]/e^2: loop -0.00757837, dispersion -0.00757837
sigma/(sigma0 beta) at beta=0.01: 1.499950
(1-sigma/sigma0)/(m^2/s)^2 at m^2/s=0.001: 6.0080
sigma0 = 8.922350e-06 GeV^-2 = 3.47418 nb
muon: mass = 0.105658 GeV, beta = 0.999107
muon: Im Pi = 0.00243245, sigma/sigma0 = 0.999999
muon: sigma = 3.47417 nb
tau: mass = 1.776860 GeV, beta = 0.703451
tau: Im Pi = 0.00214330, sigma/sigma0 = 0.881127
tau: sigma = 3.06119 nb
Im Pi, three light flavours = 0.00486490
Im Pi, heavy quark = 0.00306164
Im Pi, all quarks = 0.00792655
R, three light flavours = 2.000000
R, heavy quark part = 1.258667
R, all quarks from Im Pi = 3.258667
R, all quarks from amplitudes = 3.258667
R, all four flavours massless = 3.333333
sigma(quarks) = 2.907496e-05 GeV^-2 = 11.32119 nb
electron-mass correction F_e-1 = 4.18e-08
ALL CHECKS PASSED
```
